# The Two-Band k·p Conduction Mass at a Direct Gap: verification in Python

```python
# Result under test: two-band k.p mass of a conduction edge at a direct gap,
#     m0/m_c = 1 + E_P/Eg,   E_P = 2 |P|^2 / m0,   P = <c|p|v>,
# with Eg the direct gap, m0 the free-electron mass, c and v the edge states.
# Test bed: electron in V(x) = V0 cos(2 pi x/a), whose lowest gap is direct
# and lies at the zone boundary pi/a. Energies in eV, lengths in nm.
# C = hbar^2/(2 m0) in eV nm^2; momenta are stored as wavenumbers p/hbar.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
N_WAVES = 24


def lattice_states(V0, a, dk=0.0):
    """Energies, plane-wave coefficients, wavenumbers at pi/a + dk."""
    n = np.arange(N_WAVES) - N_WAVES // 2
    waves = 2 * np.pi / a * (n + 0.5) + dk
    H = np.diag(C * waves**2)
    H = H + V0 / 2 * (np.eye(N_WAVES, k=1) + np.eye(N_WAVES, k=-1))
    energies, vectors = np.linalg.eigh(H)
    return energies, vectors, waves


def gap_of(V0, a):
    e = lattice_states(V0, a)[0]
    return e[1] - e[0]


def analyse(gap, a):
    """Choose V0 to give the gap; return edge data and masses."""
    V0 = brentq(lambda v: gap_of(v, a) - gap, 0.05, 60.0, xtol=1e-12)
    e, vec, waves = lattice_states(V0, a)
    p = vec.T @ (waves * vec[:, 1])               # <j|p|c>/hbar, one per j
    assert abs(p[1]) < 1e-7                       # no linear term
    others = [j for j in range(N_WAVES) if j != 1]
    terms = {j: 4 * C * p[j]**2 / (e[1] - e[j]) for j in others}
    h = 0.01
    ep = lattice_states(V0, a, h)[0][1]
    em = lattice_states(V0, a, -h)[0][1]
    inverse = (ep - 2 * e[1] + em) / h**2 / (2 * C)   # m0/m from curvature
    EP = 4 * C * p[0]**2
    return dict(V0=V0, a=a, gap=gap, Ec=e[1], p=abs(p[0]), EP=EP,
                inv_lattice=inverse, inv_sum=1 + sum(terms.values()),
                inv_two=1 + EP / gap,
                remote=sum(t for j, t in terms.items() if j > 1))


def half_trace(V0, a, energy):
    """cos(k a) from integrating the wave equation over one period."""
    def rhs(x, y):
        w = (V0 * np.cos(2 * np.pi * x / a) - energy) / C
        return [y[1], w * y[0], y[3], w * y[2]]
    s = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-12)
    return 0.5 * (s.y[0, -1] + s.y[3, -1])


def lattice_wavenumber(d, energy):
    """|k - pi/a| above the edge, decay constant below it (1/nm)."""
    D = -half_trace(d["V0"], d["a"], d["Ec"] + energy)
    return (np.arccos(D) if energy > 0 else np.arccosh(D)) / d["a"]


def two_band_wavenumber(d, energy):
    """Same quantity from the closed two-band dispersion."""
    b = d["gap"] + 2 * energy + d["EP"]
    t = (b - np.sqrt(b**2 - 4 * energy * (energy + d["gap"]))) / 2
    return np.sqrt(abs(t) / C)


# Trend at fixed lattice period
a0 = 0.5
gaps = [1.0, 2.0, 4.0, 6.0, 8.0, 12.0]
scan = [analyse(g, a0) for g in gaps]
for d in scan:
    assert abs(d["inv_sum"] / d["inv_lattice"] - 1) < 2e-4
    assert d["remote"] < 0
m_two = np.array([1 / d["inv_two"] for d in scan])
m_lat = np.array([1 / d["inv_lattice"] for d in scan])
assert np.all(np.diff(m_lat) > 0) and np.all(np.diff(m_two[:5]) > 0)
assert abs(m_two[0] / m_lat[0] - 1) < 0.01
assert abs(m_two[3] / m_lat[3] - 1) < 0.25
assert m_lat[-1] > 1 > m_two[-1]      # remote bands can exceed m0

# Weak-lattice limit of the momentum matrix element: P = hbar pi/a
weak = analyse(0.2, a0)
EP_weak = 4 * C * (np.pi / a0)**2
assert abs(weak["EP"] / EP_weak - 1) < 0.01

# The trend needs comparable P: a wider gap with a lighter electron
short = analyse(6.0, 0.3)
long_ = analyse(3.0, 0.6)
assert short["inv_lattice"] > long_["inv_lattice"]

# Closed dispersion against the lattice, above the edge and in the gap
narrow = scan[0]
for energy in (0.2, -0.4):
    k_lat = lattice_wavenumber(narrow, energy)
    k_two = two_band_wavenumber(narrow, energy)
    k_par = np.sqrt(abs(energy) / (C * narrow["inv_two"]))
    assert abs(k_two / k_lat - 1) < 0.01
    assert abs(k_par / k_lat - 1) > 0.04

# One s-like edge with three p-like edges: same mass in every direction
ex = scan[3]
for direction in ([1, 0, 0], [1, 1, 1], [1, -2, 3]):
    u = np.array(direction) / np.linalg.norm(direction)
    k = 0.01
    H4 = np.diag([ex["gap"], 0.0, 0.0, 0.0]) + C * k**2 * np.eye(4)
    H4[0, 1:] = H4[1:, 0] = 2 * C * k * ex["p"] * u
    inv4 = (np.linalg.eigvalsh(H4)[-1] - ex["gap"]) / (C * k**2)
    assert abs(inv4 / ex["inv_two"] - 1) < 1e-4

# Neglected effects for the example
kT = sc.k * 300 / sc.e
nonpar = {}
for energy in (kT, 0.5):
    k = lattice_wavenumber(ex, energy)
    nonpar[energy] = C * k**2 * ex["inv_lattice"] / energy - 1
depth, film = 2.0, 5.0
kap_lat = lattice_wavenumber(ex, -depth)
kap_two = two_band_wavenumber(ex, -depth)
kap_par = np.sqrt(depth / (C * ex["inv_lattice"]))
assert kap_lat < kap_par
film_factor = np.exp(2 * (kap_par - kap_lat) * film)
m_shift = 1 / (1 + ex["EP"] / (ex["gap"] - 0.1))
m_aniso = 1 / (1 + 0.8**2 * ex["EP"] / ex["gap"])
m_kg = sc.m_e / ex["inv_lattice"]
Nc = 2 * (2 * np.pi * m_kg * sc.k * 300 / sc.h**2)**1.5 * 1e-6

# Polaron: second-order energy shift per unit coupling alpha, with phonon
# energy = 1 and hbar^2/(2m) = 1; its k^2 coefficient must be -1/6.
kp = 0.1
shift = -quad(lambda q: np.arctanh(2 * kp * q / (1 + q*q)) / (kp * q),
              0, np.inf, epsabs=1e-11, epsrel=1e-11)[0] / np.pi
assert abs((-1 - shift) / kp**2 * 6 - 1) < 0.01   # O(k^2) remainder
eps_inf, eps_static, phonon = 5.0, 20.0, 0.07
alpha = (sc.e**2 / (4 * np.pi * sc.epsilon_0 * sc.hbar)
         * (1 / eps_inf - 1 / eps_static)
         * np.sqrt(m_kg / (2 * phonon * sc.e)))
assert 0 < alpha < 6
m_polaron = 1 / (ex["inv_lattice"] * (1 - alpha / 6))

print(f"hbar^2/(2 m0) = {C:.5f} eV nm^2")
print(f"Example: period a = {a0:.1f} nm, direct gap = {ex['gap']:.1f} eV")
print(f"cosine amplitude V0 = {ex['V0']:.3f} eV")
print(f"P/hbar = {ex['p']:.3f} 1/nm")
print(f"P = {ex['p'] * 1e9 * sc.hbar:.3e} kg m/s")
print(f"E_P = {ex['EP']:.3f} eV")
print(f"E_P/Eg = {ex['EP'] / ex['gap']:.4f}")
print(f"two-band m0/m = {ex['inv_two']:.4f}")
print(f"two-band mass = {m_two[3]:.4f} m0")
print(f"two-band mass = {m_two[3] * sc.m_e:.3e} kg")
print(f"higher-band part of m0/m = {ex['remote']:.4f}")
print(f"all-band sum m0/m = {ex['inv_sum']:.4f}")
print(f"band-curvature m0/m = {ex['inv_lattice']:.4f}")
print(f"lattice mass = {m_lat[3]:.4f} m0")
print(f"two-band mass error = {100 * (m_two[3] / m_lat[3] - 1):.1f} %")
print("Scan at a = 0.5 nm: gap eV, E_P eV, two-band m/m0, lattice m/m0")
for d, mt, ml in zip(scan, m_two, m_lat):
    print(f"  {d['gap']:5.1f} {d['EP']:8.3f} {mt:8.4f} {ml:8.4f}")
print(f"weak-lattice E_P at a = 0.5 nm = {EP_weak:.3f} eV")
print("Different periods: a nm, gap eV, E_P eV, lattice m/m0")
for d in (short, long_):
    print(f"  {d['a']:.1f} {d['gap']:.1f} {d['EP']:.3f}"
          f" {1 / d['inv_lattice']:.4f}")
print("Neglected effects, example lattice:")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"parabola energy excess at kT = {100 * nonpar[kT]:.2f} %")
print(f"parabola energy excess at 0.5 eV = {100 * nonpar[0.5]:.1f} %")
print(f"decay {depth:.0f} eV below edge, lattice = {kap_lat:.3f} 1/nm")
print(f"same, two-band dispersion = {kap_two:.3f} 1/nm")
print(f"same, parabola with lattice mass = {kap_par:.3f} 1/nm")
print(f"lattice/parabola transmission, {film:.0f} nm = {film_factor:.3g}")
print(f"two-band mass, gap 0.1 eV smaller = {m_shift:.4f} m0")
print(f"two-band mass, P 20 % smaller = {m_aniso:.4f} m0")
print(f"band-filling density scale, 300 K = {Nc:.2e} cm^-3")
print(f"rough inputs: eps_inf = {eps_inf:.0f}, eps_static = "
      f"{eps_static:.0f}, phonon = {phonon:.2f} eV")
print(f"polaron coupling alpha = {alpha:.2f}")
print(f"weak-coupling polaron mass = {m_polaron:.2f} m0")
print("every check passed")
```

Running it gives:

```
hbar^2/(2 m0) = 0.03810 eV nm^2
Example: period a = 0.5 nm, direct gap = 6.0 eV
cosine amplitude V0 = 6.414 eV
P/hbar = 7.049 1/nm
P = 7.434e-25 kg m/s
E_P = 7.573 eV
E_P/Eg = 1.2622
two-band m0/m = 2.2622
two-band mass = 0.4420 m0
two-band mass = 4.027e-31 kg
higher-band part of m0/m = -0.3361
all-band sum m0/m = 1.9261
band-curvature m0/m = 1.9261
lattice mass = 0.5192 m0
two-band mass error = -14.9 %
Scan at a = 0.5 nm: gap eV, E_P eV, two-band m/m0, lattice m/m0
    1.0    6.058   0.1417   0.1418
    2.0    6.184   0.2444   0.2456
    4.0    6.696   0.3740   0.3907
    6.0    7.573   0.4420   0.5192
    8.0    8.815   0.4758   0.7183
   12.0   12.140   0.4971   2.1908
weak-lattice E_P at a = 0.5 nm = 6.016 eV
Different periods: a nm, gap eV, E_P eV, lattice m/m0
  0.3 6.0 17.255 0.2597
  0.6 3.0 4.730 0.4104
Neglected effects, example lattice:
kT at 300 K = 0.02585 eV
parabola energy excess at kT = 0.22 %
parabola energy excess at 0.5 eV = 4.7 %
decay 2 eV below edge, lattice = 4.791 1/nm
same, two-band dispersion = 4.505 1/nm
same, parabola with lattice mass = 5.220 1/nm
lattice/parabola transmission, 5 nm = 73.3
two-band mass, gap 0.1 eV smaller = 0.4379 m0
two-band mass, P 20 % smaller = 0.5532 m0
band-filling density scale, 300 K = 9.39e+18 cm^-3
rough inputs: eps_inf = 5, eps_static = 20, phonon = 0.07 eV
polaron coupling alpha = 1.51
weak-coupling polaron mass = 0.69 m0
every check passed
```
